\section*{Step-induced in-plane anisotropy of a vicinal simple-cubic surface}

\section{Problem}

A ferromagnetic film has a simple-cubic lattice with constant $a$. Its surface is vicinal to $(001)$: flat terraces, each $n$ atoms and hence $w=na$ wide, are separated by straight steps one atom high. The steps run along $y=[010]$, and the surface descends towards $+x$. The magnetization has the uniform direction $\mathbf m$, with $|\mathbf m|=1$. Each nearest-neighbor bond, counted once, has the energy
\begin{equation}
e(\hat{\mathbf r})=L\left[(\mathbf m\cdot\hat{\mathbf r})^2-\tfrac13\right],
\label{eq:pair}
\end{equation}
where $\hat{\mathbf r}$ is the bond direction and $L$ is the same for all bonds, including those next to a step. Sites outside the film carry no moment.

Let $\varphi$ be the angle of $\mathbf m$ within a chosen plane, measured from the direction across the steps. Define $K$ by
\begin{equation}
E=\text{const}-K\cos^2\varphi ,
\label{eq:defK}
\end{equation}
with $E$ the energy of one surface per area projected on $(001)$. A positive $K$ makes the axis across the steps easy.

\begin{enumerate}
\item Estimate $|K|$ by scaling.
\item Calculate $K$ for $\mathbf m$ in the terrace plane, and for $\mathbf m$ in the mean surface plane, which is tilted from the terraces by $\alpha$ with $\tan\alpha=1/n$. In which case is $K$ inversely proportional to $w$?
\item What changes if the terraces are unequal, the steps are kinked, or the steps run along $[110]$?
\item Evaluate $K$ for $a=0.25$ nm, $L=0.20$ meV and $n=10$. For a film of $N=10$ layers with two equivalent surfaces and a moment $\mu=2\mu_B$ per atom, find the in-plane anisotropy field. Which neglected effects matter?
\end{enumerate}

\section{First estimate by scaling}

A flat $(001)$ surface treats $x$ and $y$ alike, so the in-plane term must come from the steps. There is one step atom per length $a$ along a step and one step per width $w$, hence $1/(aw)$ step atoms per area. Each has lost about one bond, worth about $L$. Therefore
\begin{equation}
|K|\sim\frac{L}{aw}=\frac{L}{a^2}\,\frac1n .
\label{eq:estimate}
\end{equation}
For the given parameters $L/a^2=0.513$ mJ/m$^2$, and the estimate is $0.051$ mJ/m$^2$. It fixes neither the numerical factor nor the easy direction, and it does not distinguish the two planes.

\section{Exact solution within the pair model}

\subsection{Energy of the missing bonds}

An atom in the bulk has six neighbors. Each bond is shared by two atoms, so there are three bonds per atom, one along each axis. Their energy is
\begin{equation}
L\left(m_x^2+m_y^2+m_z^2-3\cdot\tfrac13\right)=0 .
\end{equation}
The surface energy is therefore minus the energy of the bonds that the surface removes.

Imagine cutting an infinite crystal along the staircase. Every cut bond had one end on each side, and the cut creates two equivalent surfaces. Each surface is charged with half of the bond energy. Per step atom, that is, per length $a$ along the step and one terrace across it, the cut severs $n$ bonds along $z$ (one above each terrace atom), one bond along $x$ (at the riser), and none along $y$. Hence, for one surface,
\begin{align}
E_{\rm step\ atom}
&=-\frac L2\left[n\left(m_z^2-\tfrac13\right)+\left(m_x^2-\tfrac13\right)\right]\nonumber\\
&=-\frac L2\left[n\,m_z^2+m_x^2-\frac{n+1}{3}\right].
\label{eq:surface}
\end{align}
The first term is the perpendicular anisotropy of the terraces, $L/(2a^2)$ per area. The second belongs to the riser. For $L>0$ each missing bond makes its own direction easy, because a bond that would have cost energy for $\mathbf m$ along it is absent.

\subsection{Magnetization in the terrace plane}

Here $m_z=0$ and $m_x=\cos\varphi$. The projected area per step atom is $na\cdot a=na^2$. Dividing \eqref{eq:surface} by it gives
\begin{equation}
E=\text{const}-\frac{L}{2na^2}\cos^2\varphi,
\qquad
\boxed{K_{\rm t}=\frac{L}{2na^2}=\frac{L}{2aw}} .
\label{eq:Kt}
\end{equation}
In this plane the inverse law holds for every $n$, with no correction, because the riser contributes the same energy whatever the distance to the next one.

\subsection{Magnetization in the mean surface plane}

The shape anisotropy of a thin film favors the mean plane rather than the terraces. The unit vector across the steps in that plane points downhill, $\mathbf u=(\cos\alpha,0,-\sin\alpha)$, so
\begin{equation}
\mathbf m=(\cos\varphi\cos\alpha,\ \sin\varphi,\ -\cos\varphi\sin\alpha).
\end{equation}
From $\tan\alpha=1/n$ follow
\begin{equation}
\cos^2\alpha=\frac{n^2}{n^2+1},\qquad \sin^2\alpha=\frac1{n^2+1}.
\end{equation}
The angular part of \eqref{eq:surface} becomes
\begin{equation}
n\,m_z^2+m_x^2=\cos^2\varphi\,\frac{n+n^2}{n^2+1}
=\cos^2\varphi\,\frac{n(n+1)}{n^2+1}.
\end{equation}
Multiplying by $-L/2$ and dividing by $na^2$ yields
\begin{equation}
\boxed{K_{\rm m}=\frac{L}{2a^2}\,\frac{n+1}{n^2+1}
=\frac{L}{2aw}\,\frac{1+1/n}{1+1/n^2}} .
\label{eq:Km}
\end{equation}
Per true surface area this is multiplied by $\cos\alpha$.

The inverse law is now the limit of wide terraces. The leading relative correction, $+1/n$, comes from the terraces: when $\mathbf m$ points across the steps it has a small component normal to them, of square $\sin^2\alpha\approx1/n^2$, but $n$ terrace atoms respond to it. The departure can be expressed as a local exponent,
\begin{align}
\frac{d\ln K_{\rm m}}{d\ln n}
&=\frac{n}{n+1}-\frac{2n^2}{n^2+1}\nonumber\\
&=-1-\frac1{n+1}+\frac2{n^2+1},
\end{align}
which tends to $-1$ for large $n$. In the opposite limit, $n=1$, the staircase is a $(101)$ surface and $K_{\rm m}=L/(2a^2)$. Terrace and riser are then equivalent, and the notion of a separate step contribution loses its meaning.

\subsection{Unequal terraces, kinks and other step directions}

For terraces of different widths $w_i$, each step still contributes one severed $x$ bond per step atom. With $S$ steps in a total width $\sum_i w_i$,
\begin{equation}
K_{\rm t}=\frac{L}{2a}\,\frac{S}{\sum_i w_i}=\frac{L}{2a\langle w\rangle}.
\end{equation}
The mean width enters, not the mean of $1/w$. For widths of 3, 5, 12 and 8 atoms, with mean 7, this gives $K_{\rm t}a^2/L=1/14=0.0714$. Averaging $1/w$ would give $0.0927$, which is 30\% too large.

A kink of one atom severs one $y$ bond. With $\kappa$ kinks per step atom, the in-plane part of the energy is
\begin{equation}
-\frac L2\left(m_x^2+\kappa m_y^2\right)
=-\frac L2\left[(1-\kappa)m_x^2+\kappa\left(m_x^2+m_y^2\right)\right].
\end{equation}
In the terrace plane the last bracket equals one, so $K_{\rm t}$ is multiplied by $1-\kappa$. The principal axes remain $x$ and $y$. They lie across and along the mean step direction only if kinks of both signs balance; kinks of a single sign turn the steps but not these axes. A step along $[110]$ severs equal numbers of $x$ and $y$ bonds, which corresponds to $\kappa=1$. Its terrace-plane anisotropy vanishes in this nearest-neighbor model.

\section{Numbers, and comparison with the estimate}

With $L/(2a^2)=0.2563$ mJ/m$^2$ and $n=10$,
\begin{align}
K_{\rm t}&=\frac{0.2563}{10}=0.0256\ \text{mJ/m}^2,\\
K_{\rm m}&=0.2563\times\frac{11}{101}=0.0279\ \text{mJ/m}^2 .
\end{align}
The scaling estimate of $0.051$ mJ/m$^2$ has the right dependence on $w$ but is twice $K_{\rm t}$, because it charged the whole severed bond to one surface. The tilt of the mean plane then raises the result by a factor $1.089$. The sign, which scaling could not give, is that of $L$: here the axis across the steps is easy.

The dependence on terrace width, at fixed $a$ and $L$, is as follows.
\begin{center}
\begin{tabular}{rrrrr}
$n$ & $w$ (nm) & $K_{\rm t}$ (mJ/m$^2$) & $K_{\rm m}$ (mJ/m$^2$) & $wK_{\rm m}$ (pJ/m)\\
\hline
5 & 1.25 & 0.0513 & 0.0592 & 0.07395\\
10 & 2.50 & 0.0256 & 0.0279 & 0.06980\\
20 & 5.00 & 0.0128 & 0.0134 & 0.06712\\
40 & 10.00 & 0.0064 & 0.0066 & 0.06565
\end{tabular}
\end{center}
These values come from enumerating the bonds present in a six-layer film, not from \eqref{eq:Kt} and \eqref{eq:Km}. The same enumeration for $n=2,3,5,10,20,40$ agrees with both formulas to within $10^{-11}L/a^2$. The product $wK_{\rm t}$ stays at $L/(2a)=0.0641$ pJ/m, while $wK_{\rm m}$ approaches this value from above. Between $n=10$ and $20$ the exponent of $w$ is $-1.000$ in the terrace plane and $-1.056$ in the mean plane; between $20$ and $40$ the latter is $-1.032$.

For the anisotropy field, apply a field $B$ along the steps, the hard axis, and let $\psi$ be the angle of $\mathbf m$ from the easy axis. Two surfaces contribute $2K_{\rm m}\sin^2\psi$. With magnetization $M=\mu/a^3=1.187$ MA/m and thickness $t=Na=2.5$ nm,
\begin{equation}
E=2K_{\rm m}\sin^2\psi-MtB\sin\psi .
\end{equation}
Setting the derivative with respect to $\sin\psi$ to zero gives $\sin\psi=MtB/(4K_{\rm m})$. Saturation, $\sin\psi=1$, requires
\begin{equation}
B_K=\frac{4K_{\rm m}}{Mt}
=\frac{4\times2.79\times10^{-5}\ \text{J/m}^2}
{(1.187\times10^{6}\ \text{A/m})(2.5\times10^{-9}\ \text{m})}
\approx 38\ \text{mT}.
\end{equation}

\section{What the model leaves out}

\subsection{Strain}

Suppose that the film is stretched across the steps by a uniform strain $\epsilon$, and that the bond strength varies as $L(r)=L(r/a)^{-p}$. To first order the $x$ bonds then have strength $L(1-p\epsilon)$. There are $N$ such bonds per surface site through the film, and the strain changes their energy by $-NpL\epsilon\,m_x^2$ plus a constant. Shared between two surfaces, this gives
\begin{equation}
K_{\rm strain}=\frac{NpL\epsilon}{2a^2},
\qquad
\frac{K_{\rm strain}}{K_{\rm t}}=Np\,\epsilon\,n .
\end{equation}
For the illustrative values $\epsilon=0.1\%$ and $p=10$ the ratio is one. The calculation with the full power law for a flat film gives $K_{\rm strain}=0.0255$ mJ/m$^2$, or 91\% of $K_{\rm m}$. With these values a strain this small rivals the steps. They imply a magnetoelastic constant $pL/a^3\approx20$ MJ/m$^3$, however, which is larger than in bulk iron or nickel; a smaller constant reduces the strain term in proportion. At fixed $\epsilon$ and $N$ the term is nearly independent of $w$ for wide terraces, so in a plot of the total $K$ against $1/w$ it appears as an intercept. In the mean plane the steps lower it by 2\% at $n=10$ and by 6\% at $n=5$. If the strain itself changes with the miscut, this separation fails.

\subsection{Dipolar coupling}

With $\mathbf m$ across the steps in the mean plane, the risers carry magnetic charge $\lambda=Ma\cos\alpha$ per length. The terraces carry the opposite total charge, since $na\sin\alpha=a\cos\alpha$. Close to a riser the field is that of a line charge, $H=\lambda/(2\pi r)$, from $r\sim a$, the riser height, out to $r\sim w$, where the terrace charge screens it. The energy per length is
\begin{equation}
\frac{\mu_0}{2}\int_a^w\left(\frac{\lambda}{2\pi r}\right)^2 2\pi r\,dr
=\frac{\mu_0\lambda^2}{4\pi}\ln\frac wa .
\end{equation}
For wide terraces $\lambda\approx\mu/a^2$, and a length $a$ of step costs $g\ln n$ plus a constant, with $g=\mu_0\mu^2/(4\pi a^3)=0.0137$ meV. With $\mathbf m$ along the steps there is no such charge. The dipolar part of $K$ is therefore negative. As long as the terraces are narrower than the film is thick, it scales as $\ln(w/a)/w$ at leading order, which breaks the pure inverse law. For $w\gg t$ the opposite riser charges on the other surface cut the logarithm off at $r\sim t$ instead, and the inverse law returns.

A lattice sum for the ten-layer film with $n=10$ gives $-0.0088$ mJ/m$^2$ per surface, or $-31\%$ of $K_{\rm m}$. For 40 layers the cost per step atom and surface rises from about $3.0g$ at $n=20$ to $3.7g$ at $n=40$, which is about $0.9g$ per unit of $\ln n$ instead of $g$. The continuum estimate omits terms that vanish for $n\to\infty$. They were not calculated, so the sum supports the logarithm only to about this accuracy.

\subsection{Tilt out of the mean plane}

The shape energy is $D=\mu_0\mu^2/(2a^3)=0.08635$ meV per atom for $\mathbf m$ along the film normal $\mathbf v=(\sin\alpha,0,\cos\alpha)$. It is finite, so $\mathbf m=\mathbf u\cos\theta+\mathbf v\sin\theta$ can tilt slightly. Both surfaces together contribute $-L(m_x^2+n m_z^2)$ per step atom. Inserting the components
\begin{equation}
m_x=\cos\alpha\cos\theta+\sin\alpha\sin\theta,\qquad
m_z=-\sin\alpha\cos\theta+\cos\alpha\sin\theta
\end{equation}
gives
\begin{align}
E(\theta)={}&-L\,\frac{n^2+n}{n^2+1}\cos^2\theta
+\left(nND-L\,\frac{n^3+1}{n^2+1}\right)\sin^2\theta\nonumber\\
&+L\,\frac{n(n-1)}{n^2+1}\sin2\theta .
\end{align}
Setting $dE/d\theta=0$ yields
\begin{equation}
\tan2\theta=-\frac{2Ln(n-1)/(n^2+1)}
{nND-L(n^3-n^2-n+1)/(n^2+1)} .
\end{equation}
For the example the numerator is $0.356$ meV and the denominator $8.63-1.76=6.87$ meV, so $\theta=-1.5^\circ$. This estimate takes the dipolar energy as that of a uniform slab; a dipole sum over the stepped lattice reduces the tilt to about $-1.2^\circ$. The magnetization dips further from the terrace plane, as the terraces' perpendicular anisotropy demands. In the uniform-slab estimate, the tilt raises $K_{\rm m}$ by 2\%. The tilt becomes large when the denominator approaches zero, which for wide terraces means $ND\approx L$; here $ND=0.86$ meV against $L=0.20$ meV.

\subsection{Second neighbors and temperature}

Let second-neighbor bonds have strength $L_2$. A bond vector $(b_x,b_y,b_z)$ is severed $|nb_z+b_x|$ times per step atom: each of the $n$ columns contributes $b_z$, and the single descent adds $b_x$. The counts are $n\pm1$ for $(1,0,\pm1)$, $n$ for each of $(0,1,\pm1)$, and $1$ for each of $(1,\pm1,0)$. Weighting the squared projections of $\mathbf m$ by these counts gives
\begin{align}
&n(m_x^2+m_z^2)+2m_xm_z+n(m_y^2+m_z^2)+m_x^2+m_y^2\nonumber\\
&\qquad=n+1+(n-1)m_z^2+2m_xm_z .
\end{align}
In the terrace plane this is constant. In the mean plane its angular part is $\cos^2\varphi\,[(n-1)-2n]/(n^2+1)$. Compared with the nearest-neighbor value $n(n+1)/(n^2+1)$, the relative change of $K_{\rm m}$ is $-L_2/(Ln)$, or $-2\%$ for $L_2/L=0.2$.

For the effect of temperature, suppose that the bond energy is linear in each of its two spins, which \eqref{eq:pair} leaves open. Mean-field theory treats these two spins as independent. The average of their product is the product of their averages, so the pair energy is multiplied by the square of the reduced magnetization, taken equal on all sites. A value of $0.9$ gives a factor $0.81$.

\subsection{Relation to real films}

The moment, the spacing and the surface anisotropy of a few tenths of a mJ/m$^2$ are of the rough size found in ultrathin films of 3d ferromagnets. Iron, cobalt and nickel are not simple cubic, however, and the inverse law itself need not carry over. The nearest-neighbor bonds of an fcc lattice point along $\langle110\rangle$, like the second neighbors above, and for steps along $[010]$ their terrace-plane term vanishes. The same holds for the $\langle111\rangle$ bonds of a bcc lattice, whose components along $x$ and $y$ are equal in magnitude. In the mean plane both lattices then give a term of the opposite sign that falls roughly as $1/w^2$. For steps along $[110]$, an fcc lattice does have a terrace-plane term, because bonds pointing straight across the step are severed. The miscut in the example is $5.7^\circ$. With single-atom steps, a miscut of only $0.5^\circ$ means $n\approx115$, and the model then gives $K\approx0.0022$ mJ/m$^2$ and a field near 3 mT for the same film. The dipolar term weighs more at this width: a lattice sum for ten layers gives $-0.0012$ mJ/m$^2$ per surface, about half of $K$, against 31\% at $n=10$. The result is sensitive to the assumption of an unstrained film: at $n=10$, a uniaxial strain of $0.1\%$ with the assumed $p$ nearly doubles $K$, or nearly cancels it if the strain has the opposite sign. The value of 38 mT is thus the contribution of severed nearest-neighbor bonds, not a prediction of the total in-plane anisotropy field. Real cubic films also have a fourfold crystal anisotropy, which this model omits and which changes the field needed for saturation. The numerical output below lists the parameters and the main results.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant a = 0.25 nm
bond strength L = 0.20 meV
moment per atom = 2.0 mu_B
film: 10 layers, thickness = 2.50 nm
terrace: n = 10 atoms, w = 2.50 nm
miscut angle = 5.71 deg
flat-surface anisotropy L/(2a^2) = 0.2563 mJ/m^2
K, terrace plane = 0.02563 mJ/m^2 per surface
K, mean plane = 0.02792 mJ/m^2 per surface
mean/terrace ratio = 1.0891
saturation magnetization = 1.187 MA/m
in-plane anisotropy field (two surfaces) = 37.6 mT
n, w (nm), K terrace, K mean (mJ/m^2), w*K mean (pJ/m):
   5   1.25 0.05127 0.05916 0.07395
  10   2.50 0.02563 0.02792 0.06980
  20   5.00 0.01282 0.01342 0.06712
  40  10.00 0.00641 0.00656 0.06565
exponent of w, terrace plane, n 10-20 = -1.0000
exponent of w, mean plane, n 10-20 = -1.0564
exponent of w, mean plane, n 20-40 = -1.0321
terraces 3,5,12,8: K a^2/L = 0.07143
  from mean width = 0.07143, from mean inverse width = 0.09271
[110] steps: |K| a^2/L = 0.0e+00
Neglected effects, relative to K in the mean plane:
dipole scale g = 0.01374 meV
dipolar K = -0.00876 mJ/m^2 (-31.4 %)
  shift on doubling the cutoff = 3.5e-06 g per step atom
  dipolar cost per step atom, n=20: 3.042 g, n=40: 3.652 g
  growth per unit ln(n) = 0.879 g
strain = 0.1 %, bond-strength power = 10
  strain K = 0.02549 mJ/m^2 (91.3 %)
second neighbors, L2/L = 0.2: -2.0 %
kinks, 0.1 per step atom: -10.0 % (terrace plane)
shape energy = 0.08635 meV per atom
tilt from mean plane = -1.48 deg
  K with tilt = 0.02851 mJ/m^2 (+2.1 %)
reduced magnetization 0.9: pair energy factor 0.81
\end{verbatim}
